# An unstable polar mode does not guarantee ferroelectric order: test program

```python
"""
RESULT UNDER TEST: coupled polar units, each in the double well
V(x) = U (x^2/x0^2 - 1)^2 and coupled by -(1/2) sum J_ij x_i x_j, always order
classically at T = 0, but in quantum mean field the paraelectric state is
stable while J*chi0 < 1, despite its negative harmonic stiffness.
Symbols: U barrier (eV), x0 half-separation of the wells (nm), J summed
coupling (eV/nm^2), chi0 static single-site susceptibility (nm^2/eV),
E0, E1 lowest levels, gap = E1 - E0, m mean displacement (nm),
F force on a site (eV/nm). The same well serves a proton and a deuteron.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize, minimize_scalar

U, X0, J = 0.200, 0.020, 60.0
DENSITY, CHARGE, NEIGHBOURS = 20.0, 1.0, 6   # per nm^3, units of e, count
KB = sc.k / sc.e
MP, MD = sc.m_p, sc.physical_constants["deuteron mass"][0]
AMU = sc.atomic_mass


def kinetic_constant(mass):
    """hbar^2/(2 mass) in eV nm^2."""
    return sc.hbar**2 / (2 * mass * sc.e) * 1e18


def site(mass, x0=X0):
    """Sinc-grid Hamiltonian of one unit."""
    idx = np.arange(-60, 61)
    step = x0 / 20
    x = idx * step
    d = idx[:, None] - idx[None, :]
    safe = np.where(d == 0, 1, d)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    kin = np.where(d == 0, np.pi**2 / 3, 2 * sign / safe**2)
    h = kinetic_constant(mass) / step**2 * kin
    return x, h + np.diag(U * ((x / x0)**2 - 1)**2)


def ground_energy(x, h, force):
    return np.linalg.eigvalsh(h - np.diag(force * x))[0]


def mean_x(x, h, force):
    c = np.linalg.eigh(h - np.diag(force * x))[1][:, 0]
    return float(np.sum(x * c**2))


def chi_zero(x, h):
    e, c = np.linalg.eigh(h)
    v = c.T @ (x * c[:, 0])
    return float(2 * np.sum(v[1:]**2 / (e[1:] - e[0])))


def chi_thermal(x, h, temp):
    """Isothermal static susceptibility from levels and matrix elements."""
    e, c = np.linalg.eigh(h)
    e, c = e[:40] - e[0], c[:, :40]
    xm = c.T @ (x[:, None] * c)
    w = np.exp(-e / (KB * temp))
    w /= w.sum()
    de = e[None, :] - e[:, None]
    np.fill_diagonal(de, 1.0)
    kernel = (w[:, None] - w[None, :]) / de
    np.fill_diagonal(kernel, w / (KB * temp))
    return float(np.sum(xm**2 * kernel))


def thermal_mean_x(x, h, temp, force):
    e, c = np.linalg.eigh(h - np.diag(force * x))
    w = np.exp(-(e - e[0]) / (KB * temp))
    return float(np.sum(w * (x @ c**2)) / w.sum())


def free_energy(x, h, temp, force):
    e = np.linalg.eigvalsh(h - np.diag(force * x))
    return e[0] - KB * temp * np.log(np.sum(np.exp(-(e - e[0]) / (KB * temp))))


def direct_minimum(x, h, coupling):
    """Minimise <h> - J<x>^2/2 over wavefunctions, from several polar starts."""
    e, c = np.linalg.eigh(h)
    e, c = e[:20], c[:, :20]
    xm = c.T @ (x[:, None] * c)
    if xm[0, 1] < 0:
        c[:, 1] *= -1
        xm = c.T @ (x[:, None] * c)
    scale = 0.01

    def energy_and_gradient(a):
        n = a @ a
        eh, m = a @ (e * a) / n, a @ xm @ a / n
        grad = 2 * (e * a - eh * a) / n
        grad = grad - 2 * coupling * m * (xm @ a - m * a) / n
        return (eh - coupling * m**2 / 2) / scale, grad / scale

    best = None
    for head in ([1, 1], [1, 0.3], [1, 0.9, 0.4, 0.2]):
        a0 = np.zeros(20)
        a0[:len(head)] = head
        r = minimize(energy_and_gradient, a0, jac=True, method="BFGS",
                     options={"gtol": 1e-9, "maxiter": 2000})
        m = r.x @ xm @ r.x / (r.x @ r.x)
        if best is None or r.fun * scale < best[0]:
            best = (r.fun * scale, abs(m))
    return best


def pair_ratio(x, h, coupling, keep):
    """Order criterion (>1 orders) when one neighbour is treated exactly."""
    e, c = np.linalg.eigh(h)
    e, c = e[:keep], c[:, :keep]
    xm, one = c.T @ (x[:, None] * c), np.eye(keep)
    bond = coupling / NEIGHBOURS
    total = np.kron(xm, one) + np.kron(one, xm)
    hp = np.kron(np.diag(e), one) + np.kron(one, np.diag(e))
    ep, cp = np.linalg.eigh(hp - bond * np.kron(xm, xm))
    v = cp.T @ (total @ cp[:, 0])
    chi_pair = np.sum(v[1:]**2 / (ep[1:] - ep[0]))
    return float((coupling - bond) * chi_pair)


# Grid levels against an independent oscillator basis
def oscillator_levels(mass):
    n, length = 90, 0.35 * X0
    low = np.diag(np.sqrt(np.arange(1, n)), 1)
    xo = length * (low + low.T) / np.sqrt(2)
    p2 = -(low - low.T) @ (low - low.T) / (2 * length**2)
    w = xo @ xo / X0**2 - np.eye(n)
    return np.linalg.eigvalsh((kinetic_constant(mass) * p2 + U * w @ w)[:80, :80])


data = {}
quartic = 4 * U / X0**4
for name, mass in (("proton", MP), ("deuteron", MD)):
    x, h = site(mass)
    e, c = np.linalg.eigh(h)
    assert np.allclose(e[:4], oscillator_levels(mass)[:4], atol=1e-7, rtol=0)
    chi = chi_zero(x, h)
    df = 1e-2
    slope = (mean_x(x, h, df) - mean_x(x, h, -df)) / (2 * df)
    assert abs(slope / chi - 1) < 1e-4
    jc = 1 / chi
    # Just below threshold: no polar state anywhere is lower
    jb = 0.98 * jc
    for f in np.linspace(0, 2 * jb * X0, 81)[1:]:
        assert ground_energy(x, h, f) + f**2 / (2 * jb) > e[0] - 1e-9
    # Larger displacements cost more than the disordered state
    assert 9 * U > e[0] + 2 * jb * X0**2 and 6 * U > jb * X0**2 / 2
    # Direct minimisation on both sides of the threshold
    assert direct_minimum(x, h, 0.95 * jc)[1] < 1e-3 * X0
    assert direct_minimum(x, h, 1.05 * jc)[1] > 0.05 * X0
    data[name] = dict(x=x, h=h, e=e, chi=chi, jc=jc,
                      x2=float(np.sum(x**2 * c[:, 0]**2)))

# Analytic bounds and trend of the threshold with mass
thresholds, bounds = [], []
for factor in (1, 2, 4, 8):
    x, h = site(factor * MP)
    e, c = np.linalg.eigh(h)
    c1 = X0**2 + 2 * np.sqrt(e[0] / quartic)
    c2 = 1 / np.sqrt(quartic * e[0])
    gap_matrix = c1 * np.eye(len(x)) + c2 * (h - e[0] * np.eye(len(x)))
    assert np.linalg.eigvalsh(gap_matrix - np.diag(x**2))[0] > 0
    lower = min((e[1] - e[0]) / (2 * c1), np.sqrt(quartic * e[0]) / 2)
    x2 = np.sum(x**2 * c[:, 0]**2)
    upper = kinetic_constant(factor * MP) / (2 * x2**2)
    jc = 1 / chi_zero(x, h)
    assert 0 < lower < jc < upper
    thresholds.append(jc)
    bounds.append((lower, upper))
assert np.all(np.diff(thresholds) < 0)

# Classical order at T = 0, found by search over displacement
m_classical = np.sqrt(X0**2 + J / quartic)
search = minimize_scalar(lambda m: U * ((m / X0)**2 - 1)**2 - J * m**2 / 2,
                         bounds=(0, 2 * X0), method="bounded",
                         options={"xatol": 1e-10})
assert abs(search.x - m_classical) < 1e-6

# The example: proton disordered, deuteron ordered
P, D = data["proton"], data["deuteron"]
assert J * P["chi"] < 1 < J * D["chi"]
assert direct_minimum(P["x"], P["h"], J)[1] < 1e-3 * X0
energy_d, m_d = direct_minimum(D["x"], D["h"], J)
field_min = minimize_scalar(
    lambda f: ground_energy(D["x"], D["h"], f) + f**2 / (2 * J),
    bounds=(0, 2 * J * X0), method="bounded", options={"xatol": 1e-9})
assert abs(field_min.fun - energy_d) < 1e-7
assert abs(field_min.x / J - m_d) < 1e-3 * X0


# Response of the disordered proton system to an applied force
def response(force):
    return brentq(lambda m: m - mean_x(P["x"], P["h"], force + J * m),
                  0, X0, xtol=1e-14)


chi_total = P["chi"] / (1 - J * P["chi"])
assert abs(response(1e-3) / 1e-3 / chi_total - 1) < 1e-3
force_1mv = CHARGE * 0.1                      # 1 MV/cm = 0.1 V/nm
m_field = response(force_1mv)
nonlinear = m_field / (chi_total * force_1mv) - 1
to_uc = sc.e / 1e-18 * 100                    # e/nm^2 to uC/cm^2
permittivity = DENSITY * CHARGE**2 * chi_total * sc.e * 1e9 / sc.epsilon_0

# Temperature
slope = thermal_mean_x(D["x"], D["h"], 200.0, 1e-2) / 1e-2
assert abs(slope / chi_thermal(D["x"], D["h"], 200.0) - 1) < 1e-3
tc = brentq(lambda t: J * chi_thermal(D["x"], D["h"], t) - 1, 20, 600)
for temp, ordered in ((0.97 * tc, True), (1.03 * tc, False)):
    base = free_energy(D["x"], D["h"], temp, 0.0)
    diff = [free_energy(D["x"], D["h"], temp, f) + f**2 / (2 * J) - base
            for f in np.linspace(0, 2 * J * X0, 81)[1:]]
    assert (min(diff) < -1e-9) == ordered
ratios_t = [J * chi_thermal(P["x"], P["h"], t) for t in range(20, 401, 20)]
assert max(ratios_t) < 1
ratio_300 = J * chi_thermal(P["x"], P["h"], 300.0)


def classical_ratio(temp):
    xs = np.linspace(-3 * X0, 3 * X0, 4001)
    w = np.exp(-U * ((xs / X0)**2 - 1)**2 / (KB * temp))
    return J * np.sum(xs**2 * w) / np.sum(w) / (KB * temp)


tc_classical = brentq(lambda t: classical_ratio(t) - 1, 50, 1500)

# Sizes of neglected effects
pair_p = pair_ratio(P["x"], P["h"], J, 10)
pair_d = pair_ratio(D["x"], D["h"], J, 10)
assert abs(pair_d - pair_ratio(D["x"], D["h"], J, 8)) < 1e-3
assert pair_p < 1 < pair_d
mass_c = brentq(lambda m: J * chi_zero(*site(m * AMU)) - 1, MP / AMU, MD / AMU)
x0_c = brentq(lambda a: J * chi_zero(*site(MP, a)) - 1, X0, 1.6 * X0)

print(f"Barrier U: {U*1e3:.0f} meV")
print(f"Half-separation x0: {X0:.3f} nm")
print(f"Coupling J: {J:.1f} eV/nm^2")
print(f"Coupling energy J x0^2: {J*X0**2*1e3:.1f} meV")
print(f"Dipole density: {DENSITY:.0f} per nm^3")
print(f"Effective charge: {CHARGE:.1f} e")
print(f"Single-site curvature at x=0: {-4*U/X0**2:.0f} eV/nm^2")
print(f"Harmonic stiffness of uniform mode: {-4*U/X0**2-J:.0f} eV/nm^2")
print(f"Classical displacement at T=0: {m_classical:.5f} nm")
pol_cl = DENSITY * CHARGE * m_classical * to_uc
print(f"Classical polarization at T=0: {pol_cl:.2f} uC/cm^2")
print(f"Classical mean-field transition: {tc_classical:.0f} K")
for name, mass in (("proton", MP), ("deuteron", MD)):
    q = data[name]
    print(f"{name}: mass {mass/AMU:.4f} u")
    print(f"{name}: E0 above well bottom {q['e'][0]*1e3:.2f} meV")
    print(f"{name}: E1 above well bottom {q['e'][1]*1e3:.2f} meV")
    print(f"{name}: gap E1-E0 {(q['e'][1]-q['e'][0])*1e3:.2f} meV")
    print(f"{name}: rms displacement {np.sqrt(q['x2']):.5f} nm")
    print(f"{name}: chi0 {q['chi']:.6f} nm^2/eV")
    print(f"{name}: threshold coupling 1/chi0 {q['jc']:.2f} eV/nm^2")
    print(f"{name}: J*chi0 {J*q['chi']:.4f} (no unit)")
for factor, jc, (lo, up) in zip((1, 2, 4, 8), thresholds, bounds):
    print(f"Mass {factor} m_p: lower bound, threshold, upper bound "
          f"{lo:.4g}, {jc:.4g}, {up:.4g} eV/nm^2")
print(f"Proton static stiffness 1/chi0-J: {P['jc']-J:.2f} eV/nm^2")
print(f"Proton total susceptibility: {chi_total:.5f} nm^2/eV")
print(f"Proton contribution to permittivity: {permittivity:.2f} (no unit)")
print(f"Deuteron mean displacement: {m_d:.5f} nm")
pol_d = DENSITY * CHARGE * m_d * to_uc
print(f"Deuteron polarization: {pol_d:.2f} uC/cm^2")
print(f"Deuteron energy gain by order: {(D['e'][0]-energy_d)*1e3:.3f} meV")
print(f"Deuteron mean-field transition: {tc:.1f} K")
print(f"Proton J*chi at 300 K: {ratio_300:.4f} (no unit)")
print(f"Proton largest J*chi, 20 to 400 K: {max(ratios_t):.4f} (no unit)")
print(f"Neighbours in pair cluster: {NEIGHBOURS}")
print(f"Pair-cluster order ratio, proton: {pair_p:.4f} (no unit)")
print(f"Pair-cluster order ratio, deuteron: {pair_d:.4f} (no unit)")
print(f"Proton displacement at 1 MV/cm: {m_field:.6f} nm")
print(f"Deviation from linear response at 1 MV/cm: {nonlinear*100:.2f} %")
print(f"Critical mass at this J: {mass_c:.3f} u")
print(f"Critical half-separation for the proton: {x0_c:.5f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Barrier U: 200 meV
Half-separation x0: 0.020 nm
Coupling J: 60.0 eV/nm^2
Coupling energy J x0^2: 24.0 meV
Dipole density: 20 per nm^3
Effective charge: 1.0 e
Single-site curvature at x=0: -2000 eV/nm^2
Harmonic stiffness of uniform mode: -2060 eV/nm^2
Classical displacement at T=0: 0.02030 nm
Classical polarization at T=0: 6.50 uC/cm^2
Classical mean-field transition: 269 K
proton: mass 1.0073 u
proton: E0 above well bottom 141.60 meV
proton: E1 above well bottom 214.27 meV
proton: gap E1-E0 72.67 meV
proton: rms displacement 0.01550 nm
proton: chi0 0.006456 nm^2/eV
proton: threshold coupling 1/chi0 154.90 eV/nm^2
proton: J*chi0 0.3874 (no unit)
deuteron: mass 2.0136 u
deuteron: E0 above well bottom 115.80 meV
deuteron: E1 above well bottom 140.57 meV
deuteron: gap E1-E0 24.77 meV
deuteron: rms displacement 0.01656 nm
deuteron: chi0 0.021250 nm^2/eV
deuteron: threshold coupling 1/chi0 47.06 eV/nm^2
deuteron: J*chi0 1.2750 (no unit)
Mass 1 m_p: lower bound, threshold, upper bound 49.33, 154.9, 179.7 eV/nm^2
Mass 2 m_p: lower bound, threshold, upper bound 17.57, 47.01, 69.04 eV/nm^2
Mass 4 m_p: lower bound, threshold, upper bound 3.943, 8.652, 24.85 eV/nm^2
Mass 8 m_p: lower bound, threshold, upper bound 0.4425, 0.8284, 10.19 eV/nm^2
Proton static stiffness 1/chi0-J: 94.90 eV/nm^2
Proton total susceptibility: 0.01054 nm^2/eV
Proton contribution to permittivity: 3.81 (no unit)
Deuteron mean displacement: 0.01040 nm
Deuteron polarization: 3.33 uC/cm^2
Deuteron energy gain by order: 0.391 meV
Deuteron mean-field transition: 138.3 K
Proton J*chi at 300 K: 0.3477 (no unit)
Proton largest J*chi, 20 to 400 K: 0.3874 (no unit)
Neighbours in pair cluster: 6
Pair-cluster order ratio, proton: 0.3443 (no unit)
Pair-cluster order ratio, deuteron: 1.3085 (no unit)
Proton displacement at 1 MV/cm: 0.001050 nm
Deviation from linear response at 1 MV/cm: -0.32 %
Critical mass at this J: 1.781 u
Critical half-separation for the proton: 0.02404 nm
ALL CHECKS PASSED
```
